The dipolar hyperfine tensor in the projector augmented-wave method

Q: You want the dipolar coupling between a nucleus and the unpaired electrons. Before any pseudization, what is the quantity, and what fixes its sign?

A: The energy of the nuclear moment in the field of the electron spins. I take non-relativistic, collinear electrons without spin-orbit coupling. With g_e > 0, an electron of spin s has moment m = −g_e μ_B s, and the nucleus has moment μ_I = g_I μ_N I. Spins are in units of ħ.

At displacement d from a point moment, B = ∇×[(μ0/4π) m×F] with F = d/d³. Since m is constant,

∇×(m×F) = m(∇·F) − (m·∇)F.

Away from the origin ∇·F = 0, and (m·∇)F = m/d³ − 3d(m·d)/d⁵. Hence

B = (μ0/4π) [3d(m·d) − m d²]/d⁵.

If r points from nucleus to electron, then d = −r, and the field is even in d. In E = −μ_I·B the minus sign cancels the one in m:

E = (μ0/4π) g_e μ_B g_I μ_N Σ_ij s_i T_ij(r) I_j,

T_ij(r) = (3r_i r_j − δ_ij r²)/r⁵.

Q: That is one electron at a point. A molecule has a many-electron wavefunction and a total spin S.

A: The operator is then Σ_k s_k,i T_ij(r_k). Its spin part is a vector operator, so within one multiplet of total spin S, with a non-degenerate spatial state, it is proportional to the total spin: it acts as c_ij S_i. I find c_ij from the z component in the state M_S = S. Let ρ_s = n_up − n_down, with integral 2S. Each electron carries s_z = ±1/2, so

½ ∫ρ_s(R+r) T_ij(r) d³r = c_ij S.

Writing W_ij for the integral, c_ij = W_ij/(2S). In the Hamiltonian S·A·I, therefore,

A_ij = (μ0/4π) g_e μ_B g_I μ_N W_ij/(2S).

This is an energy; division by h gives a frequency. A distant point spin on the z axis gives W_zz = 2/d³ and W_xx = W_yy = −1/d³ per unpaired electron. A spin density spherical about the nucleus gives zero.

Q: T diverges as r⁻³, and the spin density need not vanish at the nucleus. Why is the integral finite?

A: Exclude a small ball around the nucleus, integrate over directions first, and then shrink the ball. With n = r/r, T_ij = (3n_i n_j − δ_ij)/r³, and its angular part is purely L = 2. It therefore removes the spherical part of ρ_s. The L = 2 part of a smooth-orbital density, or of one with an ordinary nuclear cusp, starts as r². Together with the volume element this leaves r²·r²·r⁻³ = r, which is integrable.

What happens inside the ball is a separate interaction. The excluded singularity must be isotropic, and the trace must obey ∇²(1/r) = −4πδ(r), so

∂_i∂_j(1/r) = T_ij − (4π/3) δ_ij δ(r).

The full field of a point moment is (μ0/4π)[∇(∇·(m/r)) − m∇²(1/r)]. Its delta part is (−4π/3 + 4π) m δ(r) = (8π/3) m δ(r), again times μ0/4π. That is the isotropic contact term, which is not part of W.

Q: Suppose the spin density is a Fourier series in a cell of volume Ω. How do you integrate a plane wave against such a kernel?

A: My convention is

ρ(r) = Σ_G ρ(G) e^{iG·r}, ρ(G) = (1/Ω) ∫_cell ρ(r) e^{−iG·r} d³r.

Seen from the nucleus, ρ(R+r) = Σ_G ρ(G) e^{iG·R} e^{iG·r}. Let g = G/G. The angular integral of e^{iG·r}(n_i n_j − δ_ij/3) is symmetric, traceless and axial about g, so it equals c(g_i g_j − δ_ij/3). Contract with g_i g_j, and set x = Gr and μ = g·n:

(2/3)c = 2π ∫₋₁¹ e^{ixμ}(μ² − 1/3) dμ
= (4π/3) ∫₋₁¹ e^{ixμ} P₂(μ) dμ
= (4π/3)(−2j₂(x)).

The last line uses ∫₋₁¹ e^{ixμ}P_l dμ = 2i^l j_l(x). Thus c = −4πj₂(Gr).

The kernel is 3(n_i n_j − δ_ij/3)/r³ and the volume element supplies r², so the remaining radial integral is ∫₀^∞ j₂(x)/x dx. From

j₁(x)/x = sin x/x³ − cos x/x²

differentiation gives

d(j₁/x)/dx = 3cos x/x³ − 3sin x/x⁴ + sin x/x² = −j₂(x)/x.

Since j₁/x falls from 1/3 at zero to 0 at infinity, the integral is 1/3. Therefore

∫e^{iG·r} T_ij d³r = 3(−4π)(1/3)(g_i g_j − δ_ij/3)
= −4π(G_i G_j/G² − δ_ij/3).

For any periodic density smooth enough to be represented this way,

W_ij[ρ] = −4π Σ_{G≠0} ρ(G) e^{iG·R}(G_i G_j/G² − δ_ij/3).

Q: You dropped G = 0. With a net spin in every cell, that coefficient is not zero.

A: Its field is that of a uniformly magnetized sample, and it depends on the order of summation. If the volume grows as a sphere around the nucleus, the angular integral of T vanishes in every shell, so the term is zero. That is the convention here. Another sample shape adds the difference between its demagnetizing field and that of a sphere. With ρ(0) the mean spin density, the added W_zz is +(4π/3)ρ(0) for a long needle along z, which has no demagnetizing field, and −(8π/3)ρ(0) for a thin slab normal to z.

The sum also contains the spins of all periodic copies, aligned with the home cell. For a magnetically ordered crystal they belong to the model; for an isolated molecule they are a finite-cell error.

Q: Now the pseudization. The smooth density is wrong near the nucleus, where r⁻³ is largest.

A: In the projector augmented-wave (PAW) method the full orbital is

ψ_n = ψ̃_n + Σ_a (φ_a − φ̃_a)⟨p_a|ψ̃_n⟩,

with a running over partial waves on all atoms. The full and smooth waves φ_a and φ̃_a agree outside a sphere of radius r_c. Assume that spheres do not overlap and that, inside each one, the smooth waves are complete for the orbitals in use: ψ̃_n = Σ_a φ̃_a⟨p_a|ψ̃_n⟩. Then ψ_n = Σ_a φ_a⟨p_a|ψ̃_n⟩ there. Squaring both expansions with real partial waves and subtracting gives

ρ_s = ρ̃_s + Σ_R Δ_R,

Δ_R = Σ_ab D_ab(φ_aφ_b − φ̃_aφ̃_b),

D_ab = Σ_n s_n⟨ψ̃_n|p_a⟩⟨p_b|ψ̃_n⟩.

Here a and b belong to atom R, and s_n is the occupation, positive for spin up and negative for spin down. The core is taken as unpolarized. Without completeness, cross terms survive between φ_a − φ̃_a and the part of ψ̃_n that the expansion misses, ψ̃_n − Σ_a φ̃_a⟨p_a|ψ̃_n⟩, and this density formula is approximate.

Q: So you add the reciprocal sum over ρ̃_s to the r⁻³ integral of Δ_R in the nucleus's own sphere, and you are done?

A: Not in general. The corrections Δ in other spheres also produce a field at R. Let such a sphere be centred at d from the nucleus. Outside that sphere, the potential 1/|d+s| expands in products of s^L Y_LM(s) and d^{−L−1}Y_LM(d), so the field depends on Δ through its multipole moments. The leading term is qT_ij(d), where q is the spin missing from the smooth density in that sphere. Partial waves that conserve the norm, and also the overlap between different waves of the same l and m, remove q, but higher moments can remain.

To include this field, place on each atom a smooth compensation density n̂_R with the same multipole moments as Δ_R, negligible beyond a radius smaller than the distance to any other nucleus. Let n̂ be the sum over atoms, and write

ρ_s = (ρ̃_s + n̂) + Σ_R (Δ_R − n̂_R).

Each final bracket has no moments and hence no field at another nucleus. What remains is

W_ij = −4π Σ_{G≠0} [ρ̃_s(G) + n̂(G)] e^{iG·R}(G_i G_j/G² − δ_ij/3)
+ W_ij[Δ_R] − W_ij[n̂_R].

The last two terms are integrals over one copy of the density on the nucleus's own site.

Q: Where does the promised radial weight come from? Your volume element has already cancelled two powers of r.

A: It reappears when the waves are written as φ_a = (u_a/r)Y_a, with real harmonics Y_a. Then

φ_aφ_b r² dr/r³ = u_a u_b r⁻³ dr Y_aY_b,

and

W_ij[Δ_R] = Σ_ab D_ab T^{ab}_ij ∫₀^{r_c}(u_a u_b − ũ_a ũ_b) r⁻³ dr,

T^{ab}_ij = ∫Y_aY_b(3n_i n_j − δ_ij) dΩ.

The smooth product is subtracted because the reciprocal sum already contains it. The angular factor selects L = 2, which requires l_a + l_b to be even and at least 2, and |l_a − l_b| to be at most 2. With u_a ~ r^{l_a+1}, the integrand goes as r^{l_a+l_b−1}, so it vanishes at least linearly at the origin. An s–s pair has no angular factor and an s–p pair fails by parity, while p–p and s–d pairs can contribute.

Two factors are needed below. The average of n_z⁴ over directions is 1/5 and that of n_x²n_z² is 1/15. For p_z with itself,

T_zz = 3(3/5 − 1/3) = 4/5.

Axial symmetry and zero trace give T_xx = T_yy = −2/5. For s with d_xz,

T_xz = (1/√(4π)) √(15/(4π)) · 3 · (4π/15) = √(3/5) = 0.7746.

Q: You add n̂_R and then subtract its field. Does the answer depend on its arbitrary shape?

A: Not while its moments are right and it stays clear of other nuclei. Its local field enters the reciprocal sum and is removed again; what survives is the field of its periodic images, which depends on its moments.

For a Gaussian shape the subtraction has a closed form. Only the L = 2 part acts at its own centre. Define the traceless moment

Q_ij = ∫Δ_R(r)(r_i r_j − δ_ij r²/3) d³r

and let V = π^{3/2}σ³. Take the L = 2 density as N Σ_kl Q_kl r_k r_l e^{−r²/σ²}. For this Gaussian,

∫r_i r_j r_k r_l e^{−r²/σ²} d³r = V(σ²/2)²(δ_ijδ_kl + δ_ikδ_jl + δ_ilδ_jk).

Contraction with the traceless Q_kl leaves 2Q_ij V σ⁴/4. The moment must equal Q_ij, so N = 2/(Vσ⁴). For the field, the directional integral of n_i n_j n_k n_l is 4π/15 times the same three delta products. Thus

Σ_kl Q_kl ∫n_k n_l(3n_i n_j − δ_ij) dΩ = 3(4π/15)(2Q_ij) = (8π/5)Q_ij.

The radial factor is ∫₀^∞ r²·r²·r⁻³ e^{−r²/σ²} dr = σ²/2. Multiplying,

W_ij[n̂_R] = [2/(Vσ⁴)](σ²/2)(8π/5)Q_ij = 8πQ_ij/(5σ²V).

Q: Show me numbers for a case where the parts could disagree.

A: Take a model triplet, S = 1, in a cubic cell of edge 6 Å. Site A has one singly occupied orbital mixing s, two p_z waves and d_xz. Site B, displaced by (2, 1, 2.5) Å, has a singly occupied s orbital. The smooth radial functions are normalized forms of r^l e^{−αr²}. Inside r_c = 0.8 Å, the full ones carry an extra factor 1 + c(1 − r/r_c)³, which makes a cusp.

On A the parameters, as (α in Å⁻², c, coefficient), are:

s: (2, 1, 0.44540)
p1: (2, 1.5, 0.62356)
p2: (3, 0.5, 0.17816)
d: (2, 1, 0.26724)

On B they are (2, 1, 0.90536). The smooth orbitals overlap by 6.3×10⁻⁵, which is neglected in the spin density. The nucleus at A is given the proton g factor, only to set a scale in MHz. A spin density dominated by p waves on the nucleus's own site, with W near 6 Å⁻³, is of the size found at carbon rather than hydrogen: in triplet CH₂ at the unrestricted Hartree–Fock level the principal values of W reach about 7 Å⁻³ in magnitude at carbon but only about 1 Å⁻³, or 40 MHz, at the protons. The MHz values below therefore describe no real proton. The compensation width is σ = 0.4 Å.

Start with the xz element of the own-sphere correction, to which only the s–d pair contributes. Its r⁻³ integral is 6.41296 Å⁻³ for full waves and 4.30118 Å⁻³ for smooth ones. Both orders, s–d and d–s, occur in the double sum:

2 × 0.44540 × 0.26724 × 0.77460 × (6.41296 − 4.30118) = 0.3894 Å⁻³.

The complete one-centre sums give the same value, 1.18253 − 0.79312 = 0.3894 Å⁻³.

For zz, the one-centre difference is 5.58962 − 3.40022 = 2.18940 Å⁻³. The total, in the order smooth density, compensation on A, compensation on B, own sphere, and subtraction of the local compensation field, is

W_zz = 3.64562 + 0.20406 + 0.00495 + 2.18940 − 0.20404
= 5.840 Å⁻³.

The constants give 79.0644 MHz Å³, so

A_zz/h = 79.0644 × 5.840/(2 × 1) = 230.9 MHz.

The smooth density alone supplies 62% of W_zz.

Q: The compensation on B adds only 0.005 Å⁻³. Is it worth carrying?

A: That depends on the element and the accuracy wanted. Of the two unpaired electrons, the smooth density holds 1.7212; 0.0985 is missing on A and 0.1803 on B. One copy of B's missing spin would give

0.1803 × (3×2.5² − 11.25)/11.25^{5/2} = 0.0032 Å⁻³

in zz. The periodic copies raise this to 0.00495 Å⁻³. The largest element is yy, −0.00580 Å⁻³, or 0.23 MHz in magnitude. That is about 0.2% of the total W_yy, but 18% of the part of W_yy due to orbital B, −0.03215 Å⁻³. The 18% is the fraction of B's electron missing from the smooth density.

The images of A matter less here. In a cubic lattice, the summed field of spherical images is a traceless tensor with cubic symmetry, hence zero, and odd moments cancel between opposite images. The L = 1 and L = 3 moments of Δ on A therefore need no compensation, and the L = 0 part, though kept, adds nothing at A. The L = 2 images do contribute: 0.20406 − 0.20404, of order 10⁻⁵ Å⁻³ in zz. The L = 4 moment, from d_xz with itself, is not removed by symmetry. Its image field falls as d⁻⁷, and I omitted it as an approximation; whatever it contributes is part of the deviation from the reference reported below.

Q: A consistent decomposition can still be consistently wrong. What is the independent evidence?

A: The numerical check also integrates the full spin density directly in real space, over the home cell and its images with a smooth spherical cutoff. It uses neither projectors nor a Fourier sum for that reference. The largest difference between corresponding elements of W is 6.9×10⁻⁹ Å⁻³. That is at the accuracy of the reference itself, whose cutoff leaves an error of about 5×10⁻⁹ Å⁻³ in yy, while the omitted L = 4 images give about 1.5×10⁻⁹ Å⁻³. This tests the formula for this model, whose partial waves are essentially complete by design; it does not measure the completeness error of a real PAW dataset.

The gain from smoothness is visible too. With plane waves up to G = 12, 16 and 20 Å⁻¹, the largest element error is 3.9×10⁻², 5.7×10⁻⁴ and 2.4×10⁻⁶ Å⁻³. The slowest Gaussian factors in the summed density are e^{−G²/24} from the p2 wave and e^{−σ²G²/4} = e^{−G²/25} from the compensation. Putting the full, cusped density on the same 48³ grid, with both sites on grid points, leaves an error of 4.7×10⁻² Å⁻³. The value depends on that placement: shifting the sites by half a grid spacing gives 2.0×10⁻² Å⁻³ along z and 1.5×10⁻¹ Å⁻³ along the cell diagonal. That figure combines missing plane waves with grid sampling error, which were not separated.

Q: And what would an experimentalist read from the tensor?

A: A measured hyperfine tensor also contains the isotropic contact term, which is not computed here; A is the traceless part left after removing it. The principal values of A/h are −119.6, −118.5 and 238.0 MHz. They sum to zero within rounding, as a traceless tensor requires. Divided by g_e μ_B/h, the largest corresponds to 8.49 mT. The tensor is nearly axial, but its axis is tilted from z towards x. Neglecting the small xy and yz elements, the tilt θ follows from diagonalizing the xz block:

tan 2θ = 2A_xz/(A_zz − A_xx)
= 2 × 50.00/(230.87 + 111.47) = 0.292,

so θ = 8.1°. The full diagonalization gives the axis (0.142, 0.001, 0.990), the same tilt. In this model A_xz comes mainly from the product of s and d_xz on A: the home orbital supplies 1.249 of the 1.265 Å⁻³ in W_xz. The tilt therefore reports the shape of the spin density around the nucleus, and not simply the direction to the other spin.

Q: When should I distrust the formula?

A: When its assumptions fail: partial waves too few for the orbitals, overlapping spheres, a core with an L = 2 spin polarization, or a non-collinear spin density. Spin-orbit coupling adds an orbital hyperfine contribution that W does not contain, and a relativistic treatment near a heavy nucleus needs a different one-centre operator. An error in the calculated spin density itself passes into W through its L = 2 part about the nucleus, because W is linear in ρ_s and T is purely L = 2; a spherical error leaves W unchanged.

Computed values

```
cell edge: 6.0 angstrom; sphere radius: 0.8 angstrom
compensation width sigma: 0.4 angstrom; spin S: 1
site A (angstrom): [1.  1.5 2. ]  B minus A (angstrom): [2.  1.  2.5]
distance A-B: 3.3541 angstrom
A wave s: exponent 2.0 /angstrom^2, cusp 1.0, coefficient 0.44540
A wave p1: exponent 2.0 /angstrom^2, cusp 1.5, coefficient 0.62356
A wave p2: exponent 3.0 /angstrom^2, cusp 0.5, coefficient 0.17816
A wave d: exponent 2.0 /angstrom^2, cusp 1.0, coefficient 0.26724
B wave s: exponent 2.0 /angstrom^2, cusp 1.0, coefficient 0.90536
overlap of smooth orbitals A and B: 6.3e-05
g_e: 2.002319; proton g factor: 5.585695
prefactor / h: 79.0644 MHz angstrom^3
classical energy, field/tensor: 1.0000000
integral of j2(x)/x from 0 to 200: 0.33335
angular factor p_z p_z, zz: 0.80000
angular factor s d_xz, xz: 0.77460
r^-3 integral p1 p1, full: 9.99588 /angstrom^3
r^-3 integral p1 p1, smooth: 5.55280 /angstrom^3
r^-3 integral s d, full: 6.41296 /angstrom^3
r^-3 integral s d, smooth: 4.30118 /angstrom^3
spin in smooth density: 1.721161 electrons
missing spin on A: 0.098507; on B: 0.180332 electrons
spin after compensation: 2.000000 electrons
W tensors in 1/angstrom^3, order xx yy zz xy xz yz
smooth density, reciprocal sum: -1.73397 -1.91166 3.64562 0.00923 0.87253 0.00766
compensation on A, reciprocal sum: -0.09904 -0.10502 0.20406 -0.00000 0.03929 -0.00000
compensation on A, own-site field: -0.09903 -0.10501 0.20404 -0.00000 0.03929 0.00000
compensation on B, reciprocal sum: 0.00085 -0.00580 0.00495 0.00203 0.00288 0.00169
point spin at B, real-space sum: 0.00085 -0.00580 0.00495 0.00203 0.00288 0.00169
one-centre, full waves: -2.73322 -2.85640 5.58962 -0.00000 1.18253 0.00000
one-centre, smooth waves: -1.64671 -1.75351 3.40022 -0.00000 0.79312 0.00000
PAW total: -2.81964 -3.02035 5.84000 0.01126 1.26482 0.00935
reference, home orbital A: -2.82403 -2.98776 5.81179 -0.00000 1.24898 -0.00000
reference, images of A: -0.00031 -0.00044 0.00075 0.00000 -0.00014 0.00000
reference, orbital B and images: 0.00470 -0.03215 0.02745 0.01126 0.01598 0.00935
reference total: -2.81964 -3.02035 5.84000 0.01126 1.26482 0.00935
largest PAW deviation: 6.9e-09 /angstrom^3
error at G cutoff 8 /angstrom: 8.3e-01 /angstrom^3
error at G cutoff 12 /angstrom: 3.9e-02 /angstrom^3
error at G cutoff 16 /angstrom: 5.7e-04 /angstrom^3
error at G cutoff 20 /angstrom: 2.4e-06 /angstrom^3
full density on same 48^3 grid, error: 4.7e-02 /angstrom^3
A/h in MHz, xx yy zz xy xz yz: -111.46669 -119.40117 230.86786 0.44501 50.00099 0.36955
principal values of A/h (MHz): -119.562 -118.460 238.022
axis of largest value: 0.1416 0.0012 0.9899
largest value as a field: 8.4932 mT
B compensation, largest element of A/h: 0.2292 MHz
```
